# Recovering an Isotropic Electron Blur Density from Its One-Axis Projection

**Q.** You model secondary-electron blur in a resist with a two-sided exponential along one axis. The electrons move in three dimensions. What does your one-dimensional curve describe?

**A.** Take a photon absorbed at the origin and an electron that wanders away until it is captured and drives the resist chemistry. Let \(\rho(r)\) be the probability density, per unit volume, of the capture point at distance \(r\). I assume that it is isotropic, that its integral over space is one, and that no finite fraction of captures sits exactly at the origin. The curve is the density of the coordinate \(x\) alone:

\[
f(x)=\int_{-\infty}^{\infty}\!\int_{-\infty}^{\infty}\rho\!\left(\sqrt{x^2+y^2+z^2}\right)dy\,dz .
\]

It is also the response to a thin sheet of absorptions at \(x=0\), since summing over source positions in the sheet is the same double integral. It is therefore the kernel that blurs a dose varying along \(x\) and uniform along \(y\) and \(z\).

Three other functions must be kept apart from it. A cut along the axis is \(\rho(|x|)\), in inverse volume. The distribution of distance is \(p(r)=4\pi r^2\rho(r)\). The projection onto a plane integrates over one coordinate instead of two.

**Q.** You have integrated away two coordinates. How can the density be recovered from what remains?

**A.** Isotropy leaves one unknown function of one variable. Put \(s^2=y^2+z^2\), so that \(dy\,dz\) becomes \(2\pi s\,ds\) after the angular integration. At fixed \(x\), \(r^2=x^2+s^2\) gives \(s\,ds=r\,dr\), and \(s=0\) corresponds to \(r=|x|\). Hence

\[
f(x)=2\pi\int_0^\infty \rho\!\left(\sqrt{x^2+s^2}\right)s\,ds
=2\pi\int_{|x|}^{\infty}\rho(r)\,r\,dr .
\]

For \(x>0\), the variable \(x\) now appears only in the lower limit. Differentiating a lower limit gives minus the integrand there:

\[
f'(x)=-2\pi x\,\rho(x).
\]

Renaming \(x\) as \(r\) and dividing,

\[
\boxed{\rho(r)=-\frac{f'(r)}{2\pi r}},\qquad r>0 .
\]

The minus sign compensates for the falling \(f\). The units agree: \(f\) is an inverse length, its derivative an inverse length squared, and division by \(r\) gives an inverse volume. The step requires \(f\) to be the integral of its derivative away from the origin. At an isolated kink of \(f\) the density may jump; the value assigned at that single radius affects no probability.

**Q.** Would it be enough to check that the projections on \(x\), \(y\) and \(z\) are all equal?

**A.** No. Consider

\[
\rho_{\rm box}(x,y,z)=\frac{1}{8L^3}\,e^{-(|x|+|y|+|z|)/L}.
\]

Integrating over any two coordinates leaves \(e^{-|x|/L}/(2L)\) in the third, so the three projections agree. Yet the surfaces of constant density are octahedra. Isotropy demands the same projection along every direction, and it is an assumption about the electron transport that three equal curves do not prove.

**Q.** Can I insert any even, normalised curve for \(f\)?

**A.** It must not rise with \(|x|\), or the formula returns a negative density, meaning that no isotropic cloud has that projection. Even a hollow cloud has a projection that is nowhere higher than at the centre. Take \(\rho_h=C r^2e^{-r^2/a^2}\), which vanishes at the origin. With \(v=r^2\), so that \(r\,dr=dv/2\),

\[
f_h(x)=\pi C\int_{x^2}^{\infty}v\,e^{-v/a^2}dv
=\pi C a^2(x^2+a^2)e^{-x^2/a^2}.
\]

Its derivative is

\[
f_h'(x)=\pi C a^2\left[2x-\frac{2x(x^2+a^2)}{a^2}\right]e^{-x^2/a^2}
=-2\pi C x^3e^{-x^2/a^2}.
\]

This is negative for every \(x>0\), and division by \(-2\pi x\) restores \(\rho_h\). In a numerical test with \(a=3\) nm, the cloud was projected by quadrature in \(y\) and \(z\), and the result was differentiated by finite differences. The original density came back at 0.7, 2 and 4 nm to better than one part in ten thousand.

**Q.** Does the recovered density have unit integral, or must I rescale it?

**A.** It needs no rescaling. The proof also gives the moments. For \(n\ge0\), with \(\langle |x|^n\rangle\) finite,

\[
\langle r^n\rangle=\int_0^\infty4\pi r^{n+2}\rho\,dr
=-2\int_0^\infty r^{n+1}f'(r)\,dr .
\]

Integration by parts gives

\[
\langle r^n\rangle=-2\left[r^{n+1}f(r)\right]_0^\infty
+2(n+1)\int_0^\infty r^n f(r)\,dr .
\]

The boundary term vanishes. Since \(f\) does not rise,

\[
\int_{r/2}^{r}u^n f(u)\,du\ \ge\ \left(\frac r2\right)^n f(r)\,\frac r2
=\frac{r^{n+1}f(r)}{2^{n+1}} .
\]

The left side tends to zero at both ends, because the integral of \(u^nf\) over all \(u>0\) converges. As \(f\) is even, the remaining term is

\[
\langle r^n\rangle=(n+1)\langle |x|^n\rangle .
\]

For \(n=0\) this is normalisation. For \(n=1\) the mean distance is twice the mean of \(|x|\), and for \(n=2\) we recover \(\langle r^2\rangle=3\langle x^2\rangle\), as three equivalent axes require.

**Q.** Now insert your exponential.

**A.** With \(f(x)=e^{-|x|/L}/(2L)\), for \(r>0\)

\[
f'(r)=-\frac{e^{-r/L}}{2L^2},\qquad
\rho(r)=\frac{e^{-r/L}}{4\pi L^2r}.
\]

This is a Yukawa density: an exponential divided by the distance. Quadrature of it over \(y\) and \(z\) for \(L=2\) nm returned the starting exponential at \(x=1\), 2 and 5 nm to better than one part in a million.

**Q.** It is infinite at the origin. I do not trust an infinite density.

**A.** The probability is finite, because the volume element supplies \(r^2\):

\[
p(r)=4\pi r^2\rho(r)=\frac{r}{L^2}e^{-r/L}.
\]

This vanishes at the origin and peaks at \(r=L\), where \(p'(r)=(1-r/L)e^{-r/L}/L^2\) is zero. Integrating by parts, the fraction inside radius \(R\) is

\[
P(R)=\int_0^R\frac{r}{L^2}e^{-r/L}dr
=1-\left(1+\frac RL\right)e^{-R/L}.
\]

The divergence comes from the cusp of \(f\): its slope tends to \(-1/(2L^2)\) as \(x\to0^+\), and the formula divides that by \(2\pi r\). A smooth peak behaves differently. For a Gaussian of standard deviation \(\sigma\), \(f'=-xf/\sigma^2\), so

\[
\rho(r)=\frac{f(r)}{2\pi\sigma^2}
=\frac{e^{-r^2/(2\sigma^2)}}{(2\pi\sigma^2)^{3/2}},
\]

which is finite at the centre. The Gaussian keeps its shape under projection; the exponential does not.

**Q.** Is there a physical reason for the Yukawa form, or is it an accident of your fit?

**A.** Diffusion with a constant capture rate produces it. Let \(n\) be the time-integrated electron density from one electron released at the origin, \(D\) the diffusion coefficient and \(\tau\) the mean time to capture. Balance requires

\[
D\nabla^2n-\frac n\tau+\delta^3(\mathbf r)=0 .
\]

The density of capture points is \(\rho=n/\tau\). Substituting \(n=\tau\rho\) and setting \(L^2=D\tau\),

\[
\rho-L^2\nabla^2\rho=\delta^3(\mathbf r).
\]

Away from the origin put \(u=r\rho\). Since \(\nabla^2\rho=u''/r\), we have \(u''=u/L^2\), and the decaying solution is \(\rho=Ae^{-r/L}/r\). Integrate the equation over a small ball of radius \(\epsilon\). The integral of \(\rho\) vanishes as \(\epsilon^2\), leaving

\[
1=\lim_{\epsilon\to0}\left[-4\pi\epsilon^2L^2\rho'(\epsilon)\right]
=\lim_{\epsilon\to0}4\pi L^2A\left(1+\frac{\epsilon}{L}\right)e^{-\epsilon/L}
=4\pi L^2A .
\]

Thus \(A=1/(4\pi L^2)\), as before. Real electrons lose energy as they travel, so \(D\) and \(\tau\) are not constant; this model leaves that out.

**Q.** Give me numbers for a resist.

**A.** Take \(L=2\) nm, a film 30 nm thick and lines at 28 nm pitch. From the formulas,

\[
\rho(2\,\mathrm{nm})=\frac{e^{-1}}{4\pi\,(2\,\mathrm{nm})^2(2\,\mathrm{nm})}
=3.66\times10^{-3}\ \mathrm{nm^{-3}} .
\]

The mean distance is \(2L=4\) nm. From \(\langle x^2\rangle=2L^2=8\ \mathrm{nm^2}\), the root-mean-square displacement is 2.83 nm along one axis and 4.90 nm in space. Half the captures lie within 3.36 nm and 90% within 7.78 nm. The fraction with \(|x|<L\) is \(1-e^{-1}=0.632\), but the fraction with \(r<L\) is \(1-2e^{-1}=0.264\). Calling \(L\) "the electron range" hides that difference.

The numerical output lists \(f\) and \(p\) as equal at 1 nm. Setting \(re^{-r/L}/L^2=e^{-r/L}/(2L)\) gives \(r=L/2\), which is 1 nm here. The two curves merely cross there.

**Q.** And the printed lines? I care about contrast, not clouds.

**A.** Let the dose be \(1+M\cos kx\), with \(k=2\pi/(28\ \mathrm{nm})=0.2244\ \mathrm{nm^{-1}}\). Convolution with an even, normalised \(f\) leaves the mean unchanged and multiplies \(M\) by

\[
T(k)=\int_{-\infty}^{\infty}f(x)\cos kx\,dx
=\frac1L\,\mathrm{Re}\int_0^\infty e^{-(1/L-ik)x}dx
=\frac{1}{1+k^2L^2}.
\]

The three-dimensional Fourier transform of \(\rho\), with its wavevector along \(x\), is the same number: integrating over \(y\) and \(z\) first produces \(f\). With \(kL=0.449\), \(T=1/(1+0.449^2)=0.832\). Electron blur removes about 17% of the modulation in this model.

**Q.** Why not write \(\rho\propto e^{-r/L}\) and be done with it?

**A.** That is a different blur. Normalised, it is \(\rho_w=e^{-r/L}/(8\pi L^3)\), and its projection is

\[
f_w(x)=\frac{1}{4L^3}\int_{|x|}^{\infty}r e^{-r/L}dr
=\frac{1}{4L}\left(1+\frac{|x|}{L}\right)e^{-|x|/L}.
\]

This is \(f\) convolved with itself. For \(x>0\), the region between the two peaks contributes \(xe^{-x/L}/(4L^2)\), and the two outer regions together contribute

\[
\frac{2}{4L^2}\int_0^\infty e^{-(x+2s)/L}ds=\frac{e^{-x/L}}{4L}.
\]

Their sum is \(f_w\). Variances add under convolution and transfer factors multiply, so the variance is \(4L^2\) and the transfer factor is \(T^2\). At the same \(L=2\) nm, the one-axis spread becomes 4 nm instead of 2.83 nm, and the contrast factor 0.693 instead of 0.832.

**Q.** Suppose I have a top-down map of the blur around a point exposure. May I differentiate that instead?

**A.** Not with this formula. Integrating over depth alone, at lateral distance \(s\), gives

\[
g(s)=2\int_s^\infty\frac{\rho(r)\,r\,dr}{\sqrt{r^2-s^2}},
\]

because \(z=\sqrt{r^2-s^2}\) and \(dz=r\,dr/\sqrt{r^2-s^2}\). The variable \(s\) also sits inside the integrand, so one differentiation does not isolate \(\rho(s)\). Either apply an Abel inversion, or first integrate the map over one lateral coordinate to obtain \(f\).

**Q.** Diffusion assumes many short flights. Electrons in a resist travel perhaps a nanometre between deflections, so your core is fiction.

**A.** The core is indeed the weak part. Replace diffusion by isotropic flights with exponentially distributed length, mean \(\lambda=1\) nm, and capture probability \(q\) after each. The characteristic function of one flight is

\[
S=\int_0^\infty\frac{e^{-\ell/\lambda}}{\lambda}\frac{\sin k\ell}{k\ell}\,d\ell
=\frac{\arctan k\lambda}{k\lambda}.
\]

The electron makes \(N\) flights with probability \(q(1-q)^{N-1}\), so

\[
T_{\rm walk}=\sum_{N=1}^{\infty}q(1-q)^{N-1}S^N=\frac{qS}{1-(1-q)S}.
\]

One flight has \(\langle x^2\rangle=\langle\ell^2\rangle/3=2\lambda^2/3\). Directions are independent, so the cross terms vanish, and the mean number of flights is \(1/q\). Holding the variance at \(2L^2\) requires \(q=\lambda^2/(3L^2)=0.083\). The contrast factor becomes 0.834, barely different from 0.832. But the fraction captured within 1 nm is 0.127 in a sampled walk, with standard error 0.0005, against 0.090 for the Yukawa density.

The direction of the change near the origin follows from captures at the end of the first flight. Their density is \(q e^{-r/\lambda}/(4\pi\lambda r^2)\), which diverges faster than \(1/r\). The inversion formula still holds for this isotropic walk; what fails is the exponential form of \(f\) near \(x=0\).

**Q.** Electrons of different energies have different ranges. If a single exponential reproduces the variance and nearly the line contrast, does it matter?

**A.** It depends on what you ask of the fit. Compare an equal mixture of two exponential projections with lengths 1 and 2.646 nm. Its variance is \(1^2+2.646^2=8\ \mathrm{nm^2}\), the same as before. The formula is linear, so the density is an equal mixture of two Yukawa densities. At 1 nm it is 1.54 times the single Yukawa value, while the contrast factor is 0.846 instead of 0.832.

Contrast at small \(k\) is governed by the variance, since

\[
T(k)=1-\tfrac12k^2\langle x^2\rangle+\tfrac1{24}k^4\langle x^4\rangle-\cdots ,
\]

and the first two terms are equal here. At 28 nm pitch they give 0.799, so the higher terms are not negligible; the difference between 0.846 and 0.832 comes entirely from them. The density depends on the local slope: an error \(\delta f'\) becomes \(-\delta f'/(2\pi r)\), magnified at small \(r\). A good fit to line contrast is thus weak evidence about chemistry within a nanometre of the absorption.

**Q.** The photoelectron does not leave isotropically either.

**A.** Then the assumption itself fails. As a polarised limiting case, give the first flight a \(\cos^2\theta\) pattern about \(x\) and keep later flights isotropic. The normalised density of \(c=\cos\theta\) is \(3c^2/2\) on \([-1,1]\), so \(\langle c^2\rangle=3/5\) instead of \(1/3\). The extra variance is

\[
\Delta\langle x^2\rangle=2\lambda^2\left(\frac35-\frac13\right)
=\frac{8\lambda^2}{15}=0.53\ \mathrm{nm^2},
\]

or 6.7% of \(2L^2\). Projections along different axes now differ, and no single \(\rho(r)\) reproduces them all. Directional memory in later flights is not included in this estimate.

**Q.** You integrated \(z\) to infinity in a film 30 nm thick.

**A.** That is justified when the film is many \(L\) thick, and the faces can be sized. Let them absorb every electron that reaches them, with uniform light through the depth. For a source \(\cos kx\), write the capture density as \(u(z)\cos kx\). The diffusion equation becomes

\[
(1+k^2L^2)u-L^2u''=1,\qquad u=0\ \text{at both faces}.
\]

With \(m=L/\sqrt{1+k^2L^2}\), thickness \(t\) and \(\zeta\) measured from mid-film,

\[
u=\frac{1}{1+k^2L^2}\left[1-\frac{\cosh(\zeta/m)}{\cosh(t/2m)}\right],
\]
\[
\bar u=\frac{1}{1+k^2L^2}\left[1-\frac{2m}{t}\tanh\frac{t}{2m}\right].
\]

At \(k=0\), \(m=L\) and the lost fraction is \((2L/t)\tanh(t/2L)\), or 13.3%. Within this diffusion model that is an upper limit for faces that only remove electrons; a real substrate also sends some back. Setting \(u=0\) at the faces assumes flights much shorter than \(L\); with the 1 nm flights considered above, the loss is smaller. The modulation relative to the mean is 0.844, slightly above 0.832, because \(m<L\) makes the fractional loss of the modulated part smaller than that of the mean.

**Q.** How close is all this to a real resist?

**A.** The numbers are rough values for an organic chemically amplified resist exposed at 13.5 nm, where a photon carries 91.8 eV. Electron blur of a few nanometres, films of a few tens of nanometres and doses of tens of mJ/cm² belong to that regime; metal-containing resists can absorb much more strongly than the absorption coefficient of 0.005 nm\(^{-1}\) used below implies. Acid diffusion during the bake reduces the contrast by an amount comparable to the electron blur itself. Which is larger depends on the spread assumed: for \(L=2\) nm at this pitch, acid diffusion is the larger once its spread exceeds about 2.7 nm per axis. Treated as an independent Gaussian displacement of 3 nm per axis, it multiplies the modulation by \(e^{-k^2\sigma^2/2}=0.797\), taking 0.832 down to 0.664. One photon of this energy can free several electrons; \(\rho\) then describes the capture points averaged over all of them. Quenching and nonlinear development are left out. If \(f\) is inferred from baked patterns, the inversion gives at best the combined blur, not the electron cloud.

**Q.** Would one exposed spot at least look like your smooth density?

**A.** No; \(\rho\) is a mean over many absorptions. At 30 mJ/cm² there are 20.4 incident photons per nm², hence \(20.4\times0.005=0.102\) absorptions per nm³ near the top of the film. At that density, a sphere of radius \(2L=4\) nm would contain 27.3 on average, with relative Poisson noise \(1/\sqrt{27.3}=19\%\). The light also weakens by 13.9% from top to bottom, so the count falls with depth. The inversion turns a mean projection into a mean density; it does not predict the pattern left by one set of photons.

## Table of computed values

```
Decay length L: 2.0 nm
Film thickness: 30.0 nm
Line pitch: 28.0 nm
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Dose: 30.0 mJ/cm2
Absorption coefficient: 0.0050 1/nm
Mean free flight: 1.0 nm
Acid diffusion sigma per axis: 3.0 nm
At 1 nm: f = 0.15163 1/nm, rho = 1.207e-02 1/nm3, 4 pi r^2 rho = 0.15163 1/nm
At 2 nm: f = 0.09197 1/nm, rho = 3.659e-03 1/nm3, 4 pi r^2 rho = 0.18394 1/nm
At 4 nm: f = 0.03383 1/nm, rho = 6.731e-04 1/nm3, 4 pi r^2 rho = 0.13534 1/nm
At 8 nm: f = 0.00458 1/nm, rho = 4.555e-05 1/nm3, 4 pi r^2 rho = 0.03663 1/nm
Mean radius: 4.000 nm
RMS x: 2.828 nm
RMS radius: 4.899 nm
Radius enclosing 50%: 3.357 nm
Radius enclosing 90%: 7.779 nm
Fraction with r < L: 0.2642
Fraction with |x| < L: 0.6321
Pattern frequency k: 0.22440 1/nm
Product k L: 0.4488
Contrast factor, Yukawa: 0.8323
RMS x, exponential 3D density: 4.000 nm
Contrast, exponential 3D density: 0.6928
Walk capture probability q: 0.08333
Contrast, finite flights: 0.8342
Fraction within 1 nm, Yukawa: 0.0902
Fraction within 1 nm, walk: 0.1268
Standard error of walk fraction: 0.0005
Extra <x^2>, polarised first flight: 0.533 nm2
Same, relative to 2L^2: 6.7 %
Two-range lengths: 1.000 and 2.646 nm
Contrast, two ranges: 0.8457
rho at 1 nm, two ranges: 1.853e-02 1/nm3
Ratio to single Yukawa at 1 nm: 1.536
Loss at absorbing film faces: 13.3 %
Contrast, absorbing film: 0.8436
Acid diffusion factor: 0.7972
Contrast, Yukawa and acid: 0.6636
Light lost from top to bottom: 13.9 %
Incident photons: 20.39 1/nm2
Absorbed photons near top: 0.1019 1/nm3
Mean absorptions in sphere of radius 2L: 27.3
Relative Poisson noise there: 19.1 %
```
